\section*{The SSH end state: existence, winding number and finite-chain splitting}

\section{Where to cut the chain, and how long to make it}

Anyone who computes an end state by diagonalizing a finite chain has to decide where to cut the chain and how many cells to keep. The cut decides whether a long chain has an end state at all; a chain that is cut correctly but is too short can still lack levels in the gap. The length decides how strongly the states at the two ends couple, and so how far their energies lie from the zero of the half-infinite chain. For the Su--Schrieffer--Heeger (SSH) chain the choice of cut follows from the ratio of two hoppings, and the length from that ratio together with the tolerated splitting measured in units of the larger hopping.

The model has one orbital per site and independent electrons. Cell $n=1,2,\dots$ holds the sites $A_n$ and $B_n$. The hopping inside a cell is $t_1$, and the hopping between $B_n$ and $A_{n+1}$ is $t_2$; both are real and nonzero. All on-site energies are equal and set to zero. With amplitudes $a_n$ and $b_n$, the Schr\"odinger equation reads
\begin{align}
E\,a_n &= t_1 b_n + t_2 b_{n-1}, \label{eq:A}\\
E\,b_n &= t_1 a_n + t_2 a_{n+1}. \label{eq:B}
\end{align}
The chain begins with the complete cell 1. The site $B_0$ is absent, which is expressed by $b_0=0$.

Two statements are to be derived. First, the half-infinite chain has a normalizable zero-energy state if and only if $|t_1|<|t_2|$. Second, for $t_1,t_2>0$ and $r=t_1/t_2<1$, a chain of $N$ complete cells has two end levels $\pm\varepsilon_N$ with
\begin{equation}
\varepsilon_N \simeq t_2(1-r^2)\,r^N \qquad (N\to\infty).
\label{eq:result}
\end{equation}
The splitting is $2\varepsilon_N$. The factor $(t_1/t_2)^N$ is thus its scaling with length, and the prefactor $2t_2(1-r^2)$ sets its size. Positive hoppings are no restriction in an open chain: going from left to right, one can choose the sign of each orbital so that the bond to its left is positive.

\section{First derivation: zero-energy recursion and coupled ends}

\subsection{The half-infinite chain}

At $E=0$, equation \eqref{eq:A} contains $B$ amplitudes alone and \eqref{eq:B} contains $A$ amplitudes alone. For $n=1$, \eqref{eq:A} gives $t_1b_1=0$, so $b_1=0$. For $n\ge2$ it gives $b_n=-(t_2/t_1)b_{n-1}$, so every $b_n$ vanishes. Equation \eqref{eq:B} gives
\begin{equation}
a_{n+1}=-\frac{t_1}{t_2}\,a_n
\quad\Longrightarrow\quad
a_n=a_1(-r)^{n-1},\qquad r=\frac{t_1}{t_2}.
\label{eq:rec}
\end{equation}
The norm is $|a_1|^2\sum_{n\ge1}r^{2(n-1)}$. This geometric series converges if and only if $|r|<1$, and its sum is then $1/(1-r^2)$. The normalized state is
\begin{equation}
a_n=\sqrt{1-r^2}\,(-r)^{n-1},\qquad b_n=0 .
\label{eq:state}
\end{equation}
It is unique up to a phase, because $a_1$ fixes all other amplitudes. At each $B$ site the contributions of the two neighbouring $A$ sites, amplitude times hopping, cancel: the larger amplitude sits across the weaker bond. For $t_1\to0$ the state shrinks to the isolated site $A_1$. For $|t_1|\to|t_2|$ its decay length, $1/\ln(1/|r|)$ cells for the amplitude, diverges. At $|t_1|=|t_2|$ the amplitude no longer decays and the end state is lost.

\subsection{Two ends}

Now take $N$ complete cells and $0<r<1$. Truncating \eqref{eq:state} and adding its mirror image gives two trial states, $L$ on the $A$ sites and $R$ on the $B$ sites:
\begin{equation}
L:\ a_n=c(-r)^{n-1},\qquad
R:\ b_n=c(-r)^{N-n},\qquad
c^2=\frac{1-r^2}{1-r^{2N}} .
\end{equation}
The value of $c^2$ follows from the finite sum $\sum_{n=1}^{N}r^{2(n-1)}=(1-r^{2N})/(1-r^2)$.

Let $H$ act on $L$. The result lies on $B$ sites, and by \eqref{eq:rec} it vanishes on all of them except $B_N$, which has no right neighbour. There it equals $t_1a_N$. Therefore
\begin{equation}
v=\langle R|H|L\rangle=b_N\,t_1a_N
=c^2t_1(-r)^{N-1}
=(-1)^{N-1}\,\frac{t_2(1-r^2)r^N}{1-r^{2N}},
\label{eq:v}
\end{equation}
where $b_N=c$ and $t_1r^{N-1}=t_2r^N$ were used. The diagonal elements $\langle L|H|L\rangle$ and $\langle R|H|R\rangle$ vanish because every hopping changes the sublattice. In the space of $L$ and $R$ the Hamiltonian is thus
\begin{equation}
\begin{pmatrix}0&v\\ v&0\end{pmatrix},\qquad E=\pm|v| ,
\end{equation}
with eigenstates $(L\pm R)/\sqrt2$. For large $N$ the denominator in \eqref{eq:v} tends to 1, and \eqref{eq:result} follows.

The states outside this space must still be shown to be harmless. Let $P$ project onto $L$ and $R$, and let $Q=1-P$. Eliminating the $Q$ part of the wave function adds the matrix
\begin{equation}
PHQ\,(E-QHQ)^{-1}\,QHP
\end{equation}
to the two-by-two Hamiltonian. The vector $QH|L\rangle$ is no longer than $H|L\rangle$, whose length is $t_1|a_N|=c\,t_2r^N$; by mirror symmetry the same holds for $R$. Suppose that the eigenvalues of $QHQ$ stay at least a distance $\Delta$ from $E$, with $\Delta$ independent of $N$. The added elements are then at most $c^2t_2^2r^{2N}/\Delta$. Since $|v|=c^2t_2r^N$, their size relative to $|v|$ is at most $t_2r^N/\Delta$, which vanishes for large $N$. The existence of such a $\Delta$ is an assumption here; the second derivation does not need it.

\section{Second derivation: winding number and complex bands}

\subsection{Bulk bands and winding}

In the periodic chain set $a_n=a\,e^{ikn}$ and $b_n=b\,e^{ikn}$. Equations \eqref{eq:A} and \eqref{eq:B} become
\begin{equation}
E\,a=h(k)^*\,b,\qquad E\,b=h(k)\,a,\qquad h(k)=t_1+t_2e^{ik},
\end{equation}
so that
\begin{equation}
E^2=|h(k)|^2=t_1^2+t_2^2+2t_1t_2\cos k .
\label{eq:band}
\end{equation}
For positive hoppings the two bands come closest at $k=\pi$, so the gap around $E=0$ has the edges $\pm|t_2-t_1|$.

The winding number $W$ is the number of turns that $h(k)$ makes around the origin as $k$ runs from $-\pi$ to $\pi$. With $z=e^{ik}$,
\begin{equation}
h=t_2(z-z_0),\qquad z_0=-\frac{t_1}{t_2}.
\end{equation}
As $z$ goes once around the unit circle, the phase of $z-z_0$ grows by $2\pi$ if $z_0$ lies inside the circle and returns to its starting value if $z_0$ lies outside. Hence $W=1$ for $|t_1|<|t_2|$ and $W=0$ for $|t_1|>|t_2|$. At equality $h$ passes through zero, the gap closes and $W$ is undefined. Writing $h^*$ in place of $h$ would reverse the sign of $W$.

The same $z_0$ governs the edge. A state $a_n\propto z^n$, $b_n=0$ satisfies the zero-energy equations of the half-infinite chain if $h(z)=0$, that is, if $z=z_0$. It decays into the chain exactly when $z_0$ lies inside the unit circle. The bulk quantity $W$ therefore counts the zero-energy states at the left end.

This statement refers to the cell that the edge leaves whole. If $A_1$ is removed, the chain starts with $B_1$ and its complete cells are $(B_n,A_{n+1})$. The hopping inside a cell is then $t_2$, the roles of the hoppings are exchanged, and an end state requires $|t_2|<|t_1|$. The cut thus has to go through the stronger bond.

\subsection{Gap levels of the finite chain}

Take $t_1,t_2>0$ and $N$ complete cells. The right end is expressed by $a_{N+1}=0$. No level lies at $E=0$: the left end forces all $b_n=0$ as before, the equation at $B_N$ gives $t_1a_N=0$, and \eqref{eq:B} then removes $a_{N-1},\dots,a_1$ in turn. So $E\neq0$. Define an auxiliary $b_{N+1}$ by $t_1b_{N+1}+t_2b_N=0$, so that \eqref{eq:A} also holds for $n=N+1$. Multiplying \eqref{eq:B} by $E$ and inserting \eqref{eq:A} gives
\begin{equation}
E^2b_n=t_1(t_1b_n+t_2b_{n-1})+t_2(t_1b_{n+1}+t_2b_n),
\qquad n=1,\dots,N.
\end{equation}
The solutions are powers $z^n$ with
\begin{equation}
z+\frac1z=\frac{E^2-t_1^2-t_2^2}{t_1t_2}.
\end{equation}
Inside the gap $E^2<(t_2-t_1)^2$, so the right-hand side is below $-2$. Then $z=-e^{\pm\kappa}$ with $\kappa>0$, which is the band \eqref{eq:band} continued to $k=\pi+i\kappa$:
\begin{equation}
E^2=t_1^2+t_2^2-2t_1t_2\cosh\kappa .
\label{eq:cband}
\end{equation}
At $E=0$ this gives $\cosh\kappa=\tfrac12(t_1/t_2+t_2/t_1)$, hence $\kappa=|\ln(t_2/t_1)|$, the decay rate found in \eqref{eq:rec}.

The condition $b_0=0$ selects $b_n\propto(-1)^n\sinh(n\kappa)$. Inserting this into $t_1b_{N+1}+t_2b_N=0$ gives
\begin{equation}
\frac{t_2}{t_1}=g(\kappa)\equiv\frac{\sinh((N+1)\kappa)}{\sinh(N\kappa)} .
\label{eq:quant}
\end{equation}
To count the solutions, write
\begin{equation}
\frac{d\ln g}{d\kappa}=\frac{F((N+1)\kappa)-F(N\kappa)}{\kappa},
\qquad F(x)=x\coth x .
\end{equation}
Since $F'(x)=(\tfrac12\sinh2x-x)/\sinh^2x>0$, $g$ rises steadily, from $1+1/N$ at $\kappa\to0$ to infinity. There is one solution if
\begin{equation}
\frac{t_2}{t_1}>1+\frac1N ,
\label{eq:thr}
\end{equation}
and none otherwise. Below this threshold the chain is too short to hold levels in the gap, even if $t_1<t_2$.

The energy follows by eliminating $t_2$. Let $S=\sinh(N\kappa)$, $K=\cosh(N\kappa)$, $s=\sinh\kappa$ and $C=\cosh\kappa$, so that $t_2=t_1(SC+Ks)/S$. Equation \eqref{eq:cband} becomes
\begin{align}
E^2&=\frac{t_1^2}{S^2}\left[S^2+(SC+Ks)(SC+Ks-2SC)\right]\nonumber\\
&=\frac{t_1^2}{S^2}\left[S^2+K^2s^2-S^2C^2\right]
=\frac{t_1^2s^2}{S^2}\,(K^2-S^2)=\frac{t_1^2s^2}{S^2},
\end{align}
where $1-C^2=-s^2$ and $K^2-S^2=1$ were used. The gap thus holds one pair of levels, $E=\pm\varepsilon_N$, with
\begin{equation}
\varepsilon_N=\frac{t_1\sinh\kappa}{\sinh(N\kappa)} .
\label{eq:exact}
\end{equation}

\subsection{Long chains}

The addition theorem turns \eqref{eq:quant} into
\begin{equation}
\frac{1}{r}=\cosh\kappa+\coth(N\kappa)\sinh\kappa
=e^{\kappa}+\frac{2\sinh\kappa}{e^{2N\kappa}-1}.
\label{eq:kap}
\end{equation}
The last term is positive, so $\kappa<\kappa_0=\ln(1/r)$. Since $e^{2N\kappa}-1\ge2N\kappa$ and $\sinh\kappa/\kappa$ increases with $\kappa$, the term is at most $\sinh\kappa_0/(N\kappa_0)$ and tends to zero. For fixed $r<1$ this gives $e^{-\kappa}\to r$; $\kappa$ then stays away from zero, and the last term vanishes exponentially with $N$. Put $x=e^{-\kappa}=r(1+\delta)$. To first order in $\delta$, \eqref{eq:kap} reads $1/r=(1-\delta)/r+(1/r-r)r^{2N}$, hence $\delta=(1-r^2)r^{2N}$. In terms of $x$,
\begin{equation}
\varepsilon_N=t_1\left(\frac1x-x\right)\frac{x^N}{1-x^{2N}} .
\end{equation}
Setting $x=r$ and dropping $x^{2N}$ gives $t_1(1/r-r)r^N=t_2(1-r^2)r^N$, which is \eqref{eq:result}. The leading relative corrections of the three factors are $-(1+r^2)r^{2N}$ from $1/x-x$, $N\delta=N(1-r^2)r^{2N}$ from $x^N$, and $+r^{2N}$ from the denominator. Together,
\begin{equation}
\varepsilon_N\simeq t_2(1-r^2)r^N\left\{1+\left[N(1-r^2)-r^2\right]r^{2N}\right\}.
\label{eq:corr}
\end{equation}

The end state itself also appears in this limit. The $A$ amplitudes obey the same recursion as the $B$ amplitudes, now with $a_{N+1}=0$, so $a_n\propto(-1)^n\sinh((N+1-n)\kappa)$. For $N\to\infty$ at fixed $n$ the ratio $a_{n+1}/a_n$ tends to $-e^{-\kappa}=-r$, as in \eqref{eq:rec}.

\section{A worked case}

Take the round model parameters $t_1=0.6$ eV and $t_2=1.0$ eV, so $r=0.6$ and the gap edges are $\pm0.4$ eV. The end state has probability $1-r^2=0.64$ on $A_1$ and $0.64\times0.36=0.23$ on $A_2$. For $N=10$, $r^N=0.0060466$ and
\begin{equation}
\varepsilon_{10}\simeq1.0\ \text{eV}\times0.64\times0.0060466=3.870\ \text{meV}.
\end{equation}
Diagonalization gives 3.871 meV, a splitting of 7.74 meV. The relative deviation from \eqref{eq:result} is $2.21\times10^{-4}$; the correction in \eqref{eq:corr} is $(6.4-0.36)\,r^{20}=2.21\times10^{-4}$. For $N=5$ the levels are at $\pm50.7$ meV, against 49.8 meV from \eqref{eq:result}, so even for this short chain the leading formula lies only about 2\% below the diagonalized level.

An estimate of the length needed for a splitting below a tolerance $\eta$ follows from \eqref{eq:result}. It is reliable when the correction $N(1-r^2)r^{2N}$ in \eqref{eq:corr} is small at the resulting $N$. Otherwise it is only a lower bound, because \eqref{eq:result} lies below the true gap level ($\kappa<\kappa_0$, and $\sinh\kappa/\sinh(N\kappa)$ does not increase with $\kappa$); for $r=0.97$ and $\eta=0.03\,t_2$ it gives 46 cells where 50 are needed. The estimate reads
\begin{equation}
N>\frac{\ln\left[2t_2(1-r^2)/\eta\right]}{\ln(1/r)} .
\end{equation}
For $\eta=0.1$ meV this is $\ln(12800)/0.5108=18.5$, so 19 cells are needed. The diagonalized splittings bracket this length, one above and one below the tolerance: 0.60 meV for $N=15$ and 0.047 meV for $N=20$.

With the hoppings exchanged, the lowest positive level for $N=10$ is 0.446 eV, outside the gap. The threshold \eqref{eq:thr} for $N=10$ is $t_1/t_2=0.909$. With $t_2=1.0$ eV, the lowest positive level at $t_1/t_2=0.90$ is 0.086 eV, inside the gap edge of 0.100 eV; at 0.92 it is 0.097 eV, outside the edge of 0.080 eV. The numerical check tests these statements by diagonalization, and compares $W$ with the number of pairs of gap levels for five choices of sign and size of the hoppings.

\section{What each derivation assumes}

Both derivations take hopping between the two sublattices alone and equal on-site energies. The zero-energy state of the half-infinite chain needs less: its $B$ amplitudes vanish, so energies on the $B$ sites and hopping among them leave it unchanged. A potential on an $A$ site, by contrast, shifts it. If a potential $u$ acts on $A_1$ of a chain long enough that $\varepsilon_N\ll|u|(1-r^2)$, the left level moves in first order by $u|a_1|^2=u(1-r^2)$. For $u=0.1$ eV and the hoppings of the worked case this is 0.0640 eV, and diagonalization of a chain of 40 cells, where the coupling to the right end is negligible, gives 0.0638 eV. The zero energy is therefore a consequence of the sublattice structure, and localization at the end does not by itself secure it.

The first derivation does not need a periodic chain to establish the zero-energy state. If the hoppings vary from cell to cell, the ratio in \eqref{eq:rec} becomes a local one, all $b_n$ still vanish, and the state is normalizable whenever the product of the ratios decays fast enough. With the hoppings above varied by up to 20\%, each ratio is at most $0.72/0.80=0.9$, so the state survives every such disorder. In one random sample of 40 cells both end levels lie within $10^{-6}$ eV of zero. For the splitting, this derivation assumes that the remaining levels keep their distance from zero, and it gives the leading term for long chains. It also shows the mechanism: the tail of each end state reaches the far end, where it couples to the other. For $N=10$ the upper level has a squared overlap of 0.99999 with the combination of $L$ and $R$ that \eqref{eq:v} predicts.

The second derivation needs equal cells throughout, since $k$, $W$ and $\kappa$ are defined by translation symmetry. In return it makes no assumption about the other levels. Equations \eqref{eq:quant} and \eqref{eq:exact} hold for every $N$ with levels in the gap, and \eqref{eq:quant} supplies the threshold \eqref{eq:thr}, which the first derivation does not reveal. It also ties the end state to the bulk: one number, $z_0=-t_1/t_2$, fixes both the winding of $h(k)$ and the decay of the state.

\section*{Calculated quantities}
\begin{verbatim}
t1 = 0.6 eV, t2 = 1.0 eV, r = t1/t2 = 0.60, N = 10
bulk gap edges: +-0.400 eV
decay rate at E=0: 0.5108 per cell
amplitude decay length: 1.9576 cells
end state from diagonalization of a long chain:
  A site 1: amplitude +0.8000, probability 0.6400
  A site 2: amplitude -0.4800, probability 0.2304
  A site 3: amplitude +0.2880, probability 0.0829
  A site 4: amplitude -0.1728, probability 0.0299
winding number and pairs of gap levels (40 cells):
  t1 = +0.6 eV, t2 = +1.0 eV: W = 1, pairs = 1
  t1 = +1.0 eV, t2 = +0.6 eV: W = 0, pairs = 0
  t1 = -0.6 eV, t2 = +1.0 eV: W = 1, pairs = 1
  t1 = +0.5 eV, t2 = -0.9 eV: W = 1, pairs = 1
  t1 = -1.2 eV, t2 = +0.7 eV: W = 0, pairs = 0
upper end level eps_N: diagonalized, large-N formula, decay rate
  N =  5: 50.663537 meV, 49.766400 meV, kappa = 0.506798
  N = 10: 3.870690 meV, 3.869835 meV, kappa = 0.510802
  N = 15: 0.300919 meV, 0.300918 meV, kappa = 0.510825
  N = 20: 0.023399 meV, 0.023399 meV, kappa = 0.510826
r^N for N = 10: 0.0060466
splitting 2 eps_N for N = 10: 7.7414 meV
relative deviation from large-N formula: 2.210e-04
predicted leading deviation: 2.208e-04
left-right coupling for N = 10: -3.8700 meV
squared overlap of upper level with L-R mixture: 0.999987
hoppings exchanged, N = 10: lowest positive level 0.4456 eV
threshold t1/t2 for N = 10: 0.9091
  t1/t2 = 0.90: lowest positive level 0.0858 eV, gap edge 0.1000 eV
  t1/t2 = 0.92: lowest positive level 0.0972 eV, gap edge 0.0800 eV
bond disorder up to 20 %, 40 cells: end levels |E| < 1e-6 eV
potential 0.1 eV on first A site: left level 0.06377 eV
first-order estimate u(1-r^2): 0.06400 eV
\end{verbatim}
